# Equilibrium Charge States of Dangling Bonds in Amorphous Silicon: test program

```python
"""Equilibrium charge states of a dangling bond with correlation energy U.

Result under test, with m = mu - eps (Fermi level minus one-electron energy):
  f_plus : f_zero : f_minus = 1 : 2 exp(m/kT) : exp((2m-U)/kT).
D+, D0, D- hold 0, 1, 2 electrons. kappa = exp(-U/kT).
q = f_plus - f_minus is the mean defect charge in units of e.
Energies are in eV. Reference populations come from diagonalizing the
Hamiltonian in the full Fock space of one orbital with two spins.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

K_B = physical_constants["Boltzmann constant in eV/K"][0]
MU_B = physical_constants["Bohr magneton in eV/T"][0]

# Fermion operators for spin up and spin down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number = n_up + n_dn
spin_flip = c_up.T @ c_dn + c_dn.T @ c_up
assert np.allclose(c_up @ c_dn + c_dn @ c_up, 0)
assert np.allclose(c_up @ c_dn.T + c_dn.T @ c_up, 0)


def fock_populations(m, U, kT, h=0.0):
    """Thermal probabilities of 0, 1, 2 electrons; 2h is a Zeeman splitting."""
    grand_h = -m * number + U * n_up @ n_dn + h * spin_flip
    energy, vec = np.linalg.eigh(grand_h)
    weight = np.exp(-(energy - energy.min()) / kT)
    prob = (vec**2) @ (weight / weight.sum())
    electrons = np.rint(np.diag(number)).astype(int)
    return np.array([prob[electrons == n].sum() for n in range(3)])


def formula_populations(m, U, kT):
    w = np.array([1.0, 2 * np.exp(m / kT), np.exp((2 * m - U) / kT)])
    return w / w.sum()


def neutral_at_charge(q, U, kT):
    kappa = np.exp(-U / kT)
    return (1 - q * q) / (1 + np.sqrt(kappa + q * q * (1 - kappa)))


def canonical_neutral(M, Q, U, kT):
    """Mean D0 fraction of M defects with total charge Q, by explicit sum."""
    plus = np.arange(max(0, Q), (M + Q) // 2 + 1)
    minus = plus - Q
    zero = M - plus - minus
    logw = (-gammaln(plus + 1) - gammaln(minus + 1) - gammaln(zero + 1)
            + zero * np.log(2) - U * minus / kT)
    w = np.exp(logw - logw.max())
    return np.sum(w * zero) / np.sum(w) / M


def averaged_populations(m_mean, sigma, U, kT):
    """Average over a Gaussian spread of the one-electron energy."""
    t = np.linspace(-8, 8, 801)
    w = np.exp(-t * t / 2)
    w /= w.sum()
    pops = np.array([fock_populations(m_mean - sigma * s, U, kT) for s in t])
    return w @ pops


T, T_hot, U, U_neg = 300.0, 500.0, 0.20, -0.20
kT = K_B * T
density, q_example, sigma = 1e16, -0.3, 0.10
field, g_factor = 0.35, 2.0
M = 20000

# Populations, mass action, maximum, crossings and fixed charge
for u in (-0.20, 0.0, 0.05, 0.20):
    for m in np.linspace(-0.3, 0.5, 17):
        assert np.allclose(fock_populations(m, u, kT),
                           formula_populations(m, u, kT),
                           rtol=1e-9, atol=1e-14)
    for shift in np.linspace(-0.1, 0.1, 9):
        m = u / 2 + shift
        fp, f0, fm = fock_populations(m, u, kT)
        assert np.isclose(fp * fm / f0**2, np.exp(-u / kT) / 4, rtol=1e-9)
        q = fp - fm
        f0_q = neutral_at_charge(q, u, kT)
        assert np.isclose(f0_q, f0, rtol=1e-9)
        assert abs(kT * np.log(f0_q / (1 - f0_q + q)) - m) < 1e-8
    best = minimize_scalar(lambda m: -fock_populations(m, u, kT)[1],
                           bounds=(u / 2 - 0.15, u / 2 + 0.2),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x - u / 2) < 1e-6
    assert abs(-best.fun - 1 / (1 + np.exp(-u / (2 * kT)))) < 1e-10


def crossing(first, second, u):
    def gap(m):
        p = fock_populations(m, u, kT)
        return np.log(p[first] / p[second])
    return brentq(gap, -0.5, 0.6, xtol=1e-13)


for u in (U_neg, U):
    assert abs(crossing(0, 1, u) + kT * np.log(2)) < 1e-9
    assert abs(crossing(1, 2, u) - u - kT * np.log(2)) < 1e-9

# D0 can be the most probable state only above a slightly negative U
U_limit = -2 * kT * np.log(2)
for offset in (-0.002, 0.002):
    u = U_limit + offset
    wins = [np.argmax(fock_populations(u / 2 + d, u, kT)) == 1
            for d in np.linspace(-0.02, 0.02, 401)]
    assert any(wins) == (offset > 0)

# Low-temperature charge-state windows for positive U
for m, state in ((-0.05, 0), (0.05, 1), (0.15, 1), (0.25, 2)):
    assert fock_populations(m, U, K_B * 20)[state] > 1 - 1e-9

# A field replaces the spin weight 2 by 2 cosh(h/kT)
for h in (0.005, 0.04):
    p = fock_populations(0.03, U, kT, h)
    spin_weight = p[1] / p[0] * np.exp(-0.03 / kT)
    assert np.isclose(spin_weight, 2 * np.cosh(h / kT), rtol=1e-10)

# Finite collections of defects: deviations should vanish as 1/M
for u in (U_neg, 0.05, U):
    for q in (0.0, -0.3, 0.3):
        for size in (200, 2000, M):
            found = canonical_neutral(size, int(round(q * size)), u, kT)
            assert abs(found - neutral_at_charge(q, u, kT)) < 2 / size
no_spin = 1 / (1 + 2 * np.exp(-U / (2 * kT)))
assert abs(canonical_neutral(M, 0, U, kT) - no_spin) > 100 / M

# Disorder: the averaged product exceeds the single-defect mass-action value
kappa = np.exp(-U / kT)
for width in (0.03, 0.10):
    for m in (0.0, 0.1, 0.25):
        a = averaged_populations(m, width, U, kT)
        assert a[0] * a[2] / a[1]**2 > 1.01 * kappa / 4

# Worked example
print(f"temperature T = {T:.0f} K; kT = {kT:.6f} eV")
print(f"correlation energy U = {U:.2f} eV; defect density = {density:.1e} cm^-3")
print(f"kappa = exp(-U/kT) = {kappa:.4e}; kappa/4 = {kappa/4:.4e}")
print(f"kT ln2 = {kT*np.log(2):.5f} eV")
print(f"f+ = f0 at mu-eps = {crossing(0, 1, U):.5f} eV")
print(f"f0 = f- at mu-eps = {crossing(1, 2, U):.5f} eV")
print(f"separation of these levels = {crossing(1,2,U)-crossing(0,1,U):.5f} eV")
print(f"U below which D0 is never most probable = {U_limit:.5f} eV")
print("populations for U > 0: mu-eps (eV), f+, f0, f-")
for m in (-0.10, 0.0, 0.10, 0.20, 0.30):
    p = fock_populations(m, U, kT)
    print(f"  {m:5.2f}  {p[0]:.4e}  {p[1]:.4e}  {p[2]:.4e}")
p_mid = fock_populations(U / 2, U, kT)
print(f"largest f0, U > 0, {T:.0f} K = {p_mid[1]:.5f}")
print(f"neutral density there = {density*p_mid[1]:.4e} cm^-3")
print(f"D+ density there = {density*p_mid[0]:.4e} cm^-3")
print(f"largest f0 if spin factor is omitted = {no_spin:.5f}")
print(f"charged fraction: with spin {1-p_mid[1]:.5f}, without {1-no_spin:.5f}")
p_hot = fock_populations(U / 2, U, K_B * T_hot)
print(f"largest f0, U > 0, {T_hot:.0f} K = {p_hot[1]:.5f}")
p_neg = fock_populations(U_neg / 2, U_neg, kT)
print(f"U = {U_neg:.2f} eV, mu-eps = {U_neg/2:.2f} eV, {T:.0f} K:")
print(f"  f+ = {p_neg[0]:.5f}, f0 = {p_neg[1]:.5f}, f- = {p_neg[2]:.5f}")
print(f"  neutral density = {density*p_neg[1]:.4e} cm^-3")
print(f"fixed mean charge q = {q_example:.1f} e per defect, {T:.0f} K:")
for u in (U, U_neg):
    f0 = neutral_at_charge(q_example, u, kT)
    fp, fm = (1 - f0 + q_example) / 2, (1 - f0 - q_example) / 2
    m = kT * np.log(f0 / (1 - f0 + q_example))
    count = canonical_neutral(M, int(round(q_example * M)), u, kT)
    print(f"  U = {u:.2f} eV: f+ = {fp:.4e}, f0 = {f0:.5f}, f- = {fm:.5f}")
    print(f"    mu-eps = {m:.5f} eV; f0 from sum, {M} defects = {count:.5f}")
avg = averaged_populations(U / 2, sigma, U, kT)
print(f"Gaussian spread of eps, sigma = {sigma:.2f} eV, U = {U:.2f} eV,")
print(f"  mu - mean eps = {U/2:.2f} eV, {T:.0f} K:")
print(f"  mean f+ = {avg[0]:.5f}, f0 = {avg[1]:.5f}, f- = {avg[2]:.5f}")
print(f"  mean f+ * mean f- / (mean f0)^2 = {avg[0]*avg[2]/avg[1]**2:.5f}")
print(f"  mean neutral density = {density*avg[1]:.4e} cm^-3")
h = g_factor * MU_B * field / 2
print(f"field = {field:.2f} T, g = {g_factor:.0f}: Zeeman splitting = {2*h:.4e} eV")
print(f"  relative change of neutral weight = {2*np.sinh(h/(2*kT))**2:.3e}")
print("every check passed")
```

It prints:

```
temperature T = 300 K; kT = 0.025852 eV
correlation energy U = 0.20 eV; defect density = 1.0e+16 cm^-3
kappa = exp(-U/kT) = 4.3666e-04; kappa/4 = 1.0917e-04
kT ln2 = 0.01792 eV
f+ = f0 at mu-eps = -0.01792 eV
f0 = f- at mu-eps = 0.21792 eV
separation of these levels = 0.23584 eV
U below which D0 is never most probable = -0.03584 eV
populations for U > 0: mu-eps (eV), f+, f0, f-
  -0.10  9.5988e-01  4.0116e-02  1.8303e-07
   0.00  3.3328e-01  6.6657e-01  1.4553e-04
   0.10  1.0234e-02  9.7953e-01  1.0234e-02
   0.20  1.4553e-04  6.6657e-01  3.3328e-01
   0.30  1.8303e-07  4.0116e-02  9.5988e-01
largest f0, U > 0, 300 K = 0.97953
neutral density there = 9.7953e+15 cm^-3
D+ density there = 1.0234e+14 cm^-3
largest f0 if spin factor is omitted = 0.95988
charged fraction: with spin 0.02047, without 0.04012
largest f0, U > 0, 500 K = 0.91059
U = -0.20 eV, mu-eps = -0.10 eV, 300 K:
  f+ = 0.48977, f0 = 0.02047, f- = 0.48977
  neutral density = 2.0469e+14 cm^-3
fixed mean charge q = -0.3 e per defect, 300 K:
  U = 0.20 eV: f+ = 1.7802e-04, f0 = 0.69964, f- = 0.30018
    mu-eps = 0.19604 eV; f0 from sum, 20000 defects = 0.69964
  U = -0.20 eV: f+ = 3.4025e-01, f0 = 0.01951, f- = 0.64025
    mu-eps = -0.09183 eV; f0 from sum, 20000 defects = 0.01951
Gaussian spread of eps, sigma = 0.10 eV, U = 0.20 eV,
  mu - mean eps = 0.10 eV, 300 K:
  mean f+ = 0.14210, f0 = 0.71581, f- = 0.14210
  mean f+ * mean f- / (mean f0)^2 = 0.03941
  mean neutral density = 7.1581e+15 cm^-3
field = 0.35 T, g = 2: Zeeman splitting = 4.0519e-05 eV
  relative change of neutral weight = 3.071e-07
every check passed
```
